# Reflection from a Low-Density Slab Model of a Copper Grain Boundary: a numerical check

```python
# Result under test: a free-electron slab with density fraction f of the bulk
# has a barrier V = EF*(1 - f**(2/3)), and its normal-incidence reflection at
# EF never exceeds (V/(2*EF - V))**2, whatever the slab width.
# EF: bulk Fermi energy (eV); kF: Fermi wave number (1/nm); d: width (nm);
# c = hbar^2/(2 m) in eV nm^2; mu: cosine of the angle of incidence.
# Neglected effects are sized: angle, temperature, screening, velocity mismatch.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad

c = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
EF, f, d, T = 7.0, 0.95, 0.5, 400.0
kF = np.sqrt(EF / c)
n = kF**3 / (3 * np.pi**2)
cell = (4 / n)**(1 / 3)
dos = 1.5 * n / EF
V = EF * (1 - f**(2 / 3))
V1 = (1 - f) * n / dos
u = V / c
q_slab = np.sqrt(kF**2 - u)


def slab_reflection(k, width, u_barrier):
    """Closed formula; also valid for an evanescent wave in the slab."""
    q = np.sqrt(k**2 - u_barrier + 0j)
    g = u_barrier**2 / (4 * k**2) * ((np.sin(q * width) / q)**2).real
    return g / (1 + g)


def integrated_reflection(energy, segments):
    """Integrate psi and psi'/m leftwards from a purely outgoing wave.
    segments: (x_left, x_right, potential function, relative mass)."""
    m_right = segments[-1][3]
    m_left = segments[0][3]
    y = np.array([1.0, 1j * np.sqrt(energy / (c * m_right))], complex)
    for x0, x1, pot, mass in reversed(segments):
        def rhs(x, y, pot=pot, mass=mass):
            return [mass * y[1], -(energy - pot(x)) / c * y[0]]
        y = solve_ivp(rhs, (x1, x0), y, method="DOP853",
                      rtol=1e-10, atol=1e-12).y[:, -1]
    flux_ratio = y[1] / (1j * np.sqrt(energy / (c * m_left)))
    return abs((y[0] - flux_ratio) / (y[0] + flux_ratio))**2


def zero(x):
    return 0.0


def square_slab(energy, width, height):
    return integrated_reflection(energy, [
        (-0.1, 0.0, zero, 1.0), (0.0, width, lambda x: height, 1.0),
        (width, width + 0.1, zero, 1.0)])


# State counting in a periodic box, and the density of states.
radius = 30.3
i = np.arange(-31, 32)
count = np.sum(i[:, None, None]**2 + i[None, :, None]**2
               + i[None, None, :]**2 < radius**2)
box = 2 * np.pi * radius / kF
assert abs(2 * count / box**3 / n - 1) < 0.005  # surface error of the count


def density_of_energy(energy):
    return (energy / c)**1.5 / (3 * np.pi**2)


h = 1e-3
slope = (density_of_energy(EF + h) - density_of_energy(EF - h)) / (2 * h)
assert abs(slope / dos - 1) < 1e-6


# Electron density inside the slab, summed over all occupied scattering states.
def slab_density(positions, width):
    nk = 4000
    k = (np.arange(nk) + 0.5) * kF / nk
    q = np.sqrt(k**2 - u + 0j)
    trans = 1 - slab_reflection(k, width, u)
    result = []
    for x in positions:
        total = 0.0
        for s in (x, width - x):
            total = total + trans * (np.cos(q * s).real**2
                                     + (k * (np.sin(q * s) / q).real)**2)
        result.append(np.sum((kF**2 - k**2) * total) * kF / nk
                      / (4 * np.pi**2))
    return np.array(result)


wide_ratio = slab_density(np.linspace(2, 4, 101), 6.0).mean() / n
thin_x = (np.arange(100) + 0.5) * d / 100
thin_ratio = slab_density(thin_x, d).mean() / n
assert abs(wide_ratio - f) < 1e-3

# Reflection formula against direct integration, propagating and evanescent.
for mu in (1.0, 0.5, 0.1):
    direct = square_slab(EF * mu**2, d, V)
    assert abs(direct / slab_reflection(kF * mu, d, u) - 1) < 1e-4
R_d = slab_reflection(kF, d, u)
R_max = (V / (2 * EF - V))**2
d_worst = 2.5 * np.pi / q_slab
assert abs(square_slab(EF, d_worst, V) / R_max - 1) < 1e-4
widths = np.linspace(0.01, 3, 3000)
assert slab_reflection(kF, widths, u).max() <= R_max * (1 + 1e-9)
assert R_max < 1e-3

# Density dip at which the bound reaches 0.1 percent.
root = np.sqrt(1e-3)
f_limit = ((1 - root) / (1 + root))**1.5
V_limit = EF * (1 - f_limit**(2 / 3))
d_limit = 2.5 * np.pi / np.sqrt(kF**2 - V_limit / c)
assert abs(square_slab(EF, d_limit, V_limit) / 1e-3 - 1) < 1e-4

# Angular average over the incident flux.
nmu = 200000
mu_grid = (np.arange(nmu) + 0.5) / nmu


def flux_average(width):
    return 2 * np.mean(mu_grid * slab_reflection(kF * mu_grid, width, u))


R_avg, R_avg_worst = flux_average(d), flux_average(d_worst)
critical_angle = np.degrees(np.arccos(np.sqrt(V / EF)))
vectors = np.random.default_rng(1).normal(size=(1000000, 3))
cosine = np.abs(vectors[:, 2]) / np.linalg.norm(vectors, axis=1)
share = cosine[cosine**2 < V / EF].sum() / cosine.sum()
assert abs(share - V / EF) < 5e-4  # sampling error is about 1e-4
assert R_avg > 10 * R_max

# Temperature: the bound for an electron 4 kT below the Fermi energy.
kT = sc.k * T / sc.e
R_cool = (V / (2 * (EF - 4 * kT) - V))**2
thermal_change = R_cool / R_max - 1
assert abs(square_slab(EF - 4 * kT, 2.5 * np.pi
           / np.sqrt((EF - 4 * kT - V) / c), V) / R_cool - 1) < 1e-4

# Linear screening of the missing ion charge.
kappa = np.sqrt(sc.e / sc.epsilon_0 * 1e9 * dos)


def lindhard(x):
    return 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))


def lindhard_sum(Q):
    """Sum over the Fermi sphere, Q in units of kF."""
    return quad(lambda z: (1 - z**2) / (Q**2 + 2 * Q * z), -1, 1)[0]


assert abs(lindhard_sum(2.0) - 0.5) < 1e-6
assert abs(lindhard_sum(3.0) - lindhard(1.5)) < 1e-8
soft_factor = kappa**2 / (4 * kF**2 + 0.5 * kappa**2)
R_soft = (V1 / (2 * EF) * soft_factor)**2
dQ = 0.005
Q = (np.arange(600000) + 0.5) * dQ
U_centre = V1 / np.pi * dQ * np.sum(
    kappa**2 / (Q**2 + kappa**2 * lindhard(Q / (2 * kF)))
    * 2 * np.sin(Q * d / 2) / Q)

# First-order scattering from a softened barrier, against direct integration.
# Exponential screening (F = 1) has a closed shape; one tenth of the height
# keeps second-order terms below the tolerance.
weak, half = 0.1 * V1, d_worst / 2


def inside(x):
    return weak * (1 - np.exp(-kappa * half) * np.cosh(kappa * x))


def outside(x):
    return weak * np.sinh(kappa * half) * np.exp(-kappa * abs(x))


direct = integrated_reflection(EF, [(-half - 1, -half, outside, 1.0),
                                    (-half, half, inside, 1.0),
                                    (half, half + 1, outside, 1.0)])
born = (weak / (2 * EF) * np.sin(kF * d_worst)
        * kappa**2 / (4 * kF**2 + kappa**2))**2
assert abs(direct / born - 1) < 0.02

# Velocity mismatch between two grains, no density dip.
v_ratio = 0.8
R_mismatch = ((1 - v_ratio) / (1 + v_ratio))**2
direct = integrated_reflection(EF, [(-0.2, 0.0, zero, 1.0),
                                    (0.0, 0.3, zero, 1 / v_ratio**2)])
assert abs(direct / R_mismatch - 1) < 1e-5

print(f"Input Fermi energy (rough copper value): {EF:.1f} eV")
print(f"Input slab density / bulk density: {f:.2f}")
print(f"Input slab width (rough): {d:.2f} nm")
print(f"Input temperature: {T:.0f} K")
print(f"hbar^2/(2m): {c:.5f} eV nm^2")
print(f"Fermi wave number: {kF:.3f} 1/nm")
print(f"Fermi wavelength: {2 * np.pi / kF:.3f} nm")
print(f"Electron density: {n:.2f} 1/nm^3")
print(f"Edge of cube holding 4 electrons: {cell:.4f} nm")
print(f"Density of states at EF: {dos:.3f} 1/(eV nm^3)")
print(f"Missing thickness (1-f)*d: {(1 - f) * d:.4f} nm")
print(f"Barrier, first order: {V1:.4f} eV")
print(f"Barrier, full expression: {V:.4f} eV")
print(f"Barrier / Fermi energy: {V / EF:.5f}")
print(f"Wave number in slab: {q_slab:.3f} 1/nm")
print(f"Phase q*d: {q_slab * d:.3f} rad")
print(f"sin^2(q*d): {np.sin(q_slab * d)**2:.4f}")
print(f"Normal reflection at input width: {100 * R_d:.5f} percent")
print(f"Width of greatest reflection nearby: {d_worst:.4f} nm")
print(f"Largest normal reflection, any width: {100 * R_max:.5f} percent")
print(f"Density dip for 0.1 percent bound: {100 * (1 - f_limit):.2f} percent")
print(f"Barrier at that dip: {V_limit:.4f} eV")
print(f"Density ratio, middle of 6 nm slab: {wide_ratio:.5f}")
print(f"Mean density ratio, slab of input width: {thin_ratio:.5f}")
print(f"Critical angle from the normal: {critical_angle:.2f} degrees")
print(f"Flux share beyond it, formula: {100 * V / EF:.3f} percent")
print(f"Flux share beyond it, sampled: {100 * share:.3f} percent")
print(f"Flux-averaged reflection, input width: {100 * R_avg:.3f} percent")
print(f"Same, width of greatest reflection: {100 * R_avg_worst:.3f} percent")
print(f"Average / largest normal reflection: {R_avg / R_max:.1f}")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Rise of bound at EF-4kT: {100 * thermal_change:.2f} percent")
print(f"Screening wave number: {kappa:.3f} 1/nm")
print(f"Screening length: {1 / kappa:.4f} nm")
print(f"Edge-softening amplitude factor: {soft_factor:.4f}")
print(f"Largest reflection, soft edges: {100 * R_soft:.5f} percent")
print(f"Screened barrier at slab centre: {U_centre:.4f} eV")
print(f"Chosen velocity ratio of grains: {v_ratio:.2f}")
print(f"Reflection from velocity mismatch: {100 * R_mismatch:.3f} percent")
print(f"Mismatch / density-dip bound: {R_mismatch / R_max:.1f}")
print("tests ok")
```

Printed output:

```
Input Fermi energy (rough copper value): 7.0 eV
Input slab density / bulk density: 0.95
Input slab width (rough): 0.50 nm
Input temperature: 400 K
hbar^2/(2m): 0.03810 eV nm^2
Fermi wave number: 13.555 1/nm
Fermi wavelength: 0.464 nm
Electron density: 84.11 1/nm^3
Edge of cube holding 4 electrons: 0.3623 nm
Density of states at EF: 18.023 1/(eV nm^3)
Missing thickness (1-f)*d: 0.0250 nm
Barrier, first order: 0.2333 eV
Barrier, full expression: 0.2353 eV
Barrier / Fermi energy: 0.03362
Wave number in slab: 13.325 1/nm
Phase q*d: 6.662 rad
sin^2(q*d): 0.1371
Normal reflection at input width: 0.00401 percent
Width of greatest reflection nearby: 0.5894 nm
Largest normal reflection, any width: 0.02923 percent
Density dip for 0.1 percent bound: 9.05 percent
Barrier at that dip: 0.4291 eV
Density ratio, middle of 6 nm slab: 0.95000
Mean density ratio, slab of input width: 0.95293
Critical angle from the normal: 79.44 degrees
Flux share beyond it, formula: 3.362 percent
Flux share beyond it, sampled: 3.358 percent
Flux-averaged reflection, input width: 2.786 percent
Same, width of greatest reflection: 3.145 percent
Average / largest normal reflection: 95.3
Thermal energy kT: 0.0345 eV
Rise of bound at EF-4kT: 4.13 percent
Screening wave number: 18.059 1/nm
Screening length: 0.0554 nm
Edge-softening amplitude factor: 0.3632
Largest reflection, soft edges: 0.00366 percent
Screened barrier at slab centre: 0.2319 eV
Chosen velocity ratio of grains: 0.80
Reflection from velocity mismatch: 1.235 percent
Mismatch / density-dip bound: 42.2
tests ok
```
